# Static Susceptibility from Bead Correlations and Centroid Variance in Path Integrals

## The question

A quantum particle sits in a tilted double well at finite temperature, and a weak constant force pushes on it. How far does its mean position move? A path-integral simulation represents the particle by a closed ring of $P$ beads. The unforced simulation offers two measures of fluctuation: the variance of a single bead and the variance of the ring's centre, the centroid. They differ because the ring has a size. The centroid variance gives the static response, and the reason lies in the correlations between beads.

## Setting and definitions

Take one particle in one dimension,

$$H=\frac{p^2}{2m}+V(x),$$

with $V$ smooth and growing faster than linearly at large $|x|$, so that thermal averages exist with or without the force. Let $\beta=1/k_BT$, $Z=\mathrm{Tr}\,e^{-\beta H}$ and $\langle A\rangle=Z^{-1}\mathrm{Tr}[e^{-\beta H}A]$. The force $f$ changes $H$ into $H_f=H-fx$. The isothermal static susceptibility is

$$\chi=\left.\frac{\partial\langle x\rangle_f}{\partial f}\right|_{f=0},\qquad \beta\ \text{fixed}.$$

The connected imaginary-time correlation function is

$$C(\tau)=\frac1Z\mathrm{Tr}\!\left[e^{-(\beta-\tau)H}x\,e^{-\tau H}x\right]-\langle x\rangle^2,\qquad 0\le\tau\le\beta .$$

Here $\tau$ is an inverse energy; the imaginary time itself is $\hbar\tau$. Cyclic rotation of the trace exchanges the two exponentials, so $C(\tau)=C(\beta-\tau)$.

The result to be derived is

$$\boxed{\;\lim_{P\to\infty}\beta\,\mathrm{Var}_P(x_c)=\int_0^\beta C(\tau)\,d\tau=\chi,\qquad x_c=\frac1P\sum_{j=0}^{P-1}x_j\;}$$

## From the trace to the ring

Let $\epsilon=\beta/P$. Replace each factor $e^{-\epsilon H}$ in $e^{-\beta H}=(e^{-\epsilon H})^P$ by the symmetric product

$$T=e^{-\epsilon V/2}\,e^{-\epsilon p^2/2m}\,e^{-\epsilon V/2}.$$

The kinetic factor needs a Gaussian integral over momentum. With $\Delta=x-x'$, completing the square gives

$$\frac{ip\Delta}{\hbar}-\frac{\epsilon p^2}{2m}=-\frac{\epsilon}{2m}\left(p-\frac{im\Delta}{\epsilon\hbar}\right)^2-\frac{m\Delta^2}{2\epsilon\hbar^2},$$

and therefore

$$\int\frac{dp}{2\pi\hbar}\,e^{ip\Delta/\hbar-\epsilon p^2/2m}=\sqrt{\frac{m}{2\pi\epsilon\hbar^2}}\;e^{-m\Delta^2/2\epsilon\hbar^2}.$$

In $Z_P=\mathrm{Tr}\,T^P$ each bead receives half a potential factor from each neighbouring link. The ring weight is thus $e^{-S}$, up to a constant, with

$$S=\sum_{j=0}^{P-1}\left[\frac{m(x_j-x_{j+1})^2}{2\epsilon\hbar^2}+\epsilon V(x_j)\right],\qquad x_P=x_0 .$$

Averages over this weight are written $\langle\cdot\rangle_P$. Since $\epsilon=1/(k_BPT)$, the weight can also be read as a classical Boltzmann factor for the energy $S/\epsilon$ at an auxiliary temperature $PT$. In every formula below, $\beta$ remains the physical inverse temperature.

## Bead correlations give $C(\tau)$

Multiply the weight by $x_0x_k$ and integrate over all beads. The $k$ links from bead 0 to bead $k$ compose to $T^k$; the others compose to $T^{P-k}$:

$$\langle x_0x_k\rangle_P=\frac{\mathrm{Tr}[x\,T^k\,x\,T^{P-k}]}{\mathrm{Tr}\,T^P}.$$

Let $P\to\infty$ with $k\beta/P\to\tau$. By the Trotter product formula, assumed here to hold inside these traces, $T^k\to e^{-\tau H}$ and $T^{P-k}\to e^{-(\beta-\tau)H}$. A cyclic rotation gives the operator order in the definition of $C$. Since $\langle x_j\rangle_P\to\langle x\rangle$ as well,

$$c_k\equiv\langle\delta x_0\,\delta x_k\rangle_P\;\longrightarrow\;C(\tau),\qquad \delta x_j=x_j-\langle x_j\rangle_P .$$

All beads are equivalent, so a simulation can average $\delta x_j\delta x_{j+k}$ over $j$.

## The centroid variance gives the integral

Expand the square of the centroid fluctuation:

$$\mathrm{Var}_P(x_c)=\frac1{P^2}\sum_{j,l}\langle\delta x_j\delta x_l\rangle_P .$$

Each term depends on $l-j$ modulo $P$ alone. For each of the $P$ values of $j$, the sum over $l$ is the same sum over $k$:

$$\mathrm{Var}_P(x_c)=\frac1P\sum_{k=0}^{P-1}c_k,\qquad \beta\,\mathrm{Var}_P(x_c)=\frac\beta P\sum_{k=0}^{P-1}c_k .$$

The last expression is a Riemann sum with spacing $\beta/P$, but its terms also change with $P$. The Cauchy–Schwarz inequality for the ring distribution gives $|c_k|\le c_0$, and $c_0$ is bounded because it converges to $C(0)$. Pointwise convergence with this common bound permits the limit under the integral (dominated convergence), so $\beta\,\mathrm{Var}_P(x_c)\to\int_0^\beta C\,d\tau$.

## The integral is the response

**For the ring at finite $P$.** The force changes $V(x_j)$ into $V(x_j)-fx_j$. The weight gains the factor

$$\exp\Big(\epsilon f\sum_jx_j\Big)=e^{\beta f x_c}.$$

Because $\langle x\rangle_{P,f}=\langle x_c\rangle_{P,f}$, differentiating the normalized average gives

$$\frac{\partial}{\partial f}\frac{\langle x_ce^{\beta fx_c}\rangle_P}{\langle e^{\beta fx_c}\rangle_P}\bigg|_{f=0}=\beta\langle x_c^2\rangle_P-\beta\langle x_c\rangle_P^2=\beta\,\mathrm{Var}_P(x_c).$$

This is an identity at each $P$. It is the response of the discretized system, which still differs from the quantum one.

**For the quantum operators.** The same conclusion follows without beads. Since $x$ and $H$ do not commute, $e^{-\beta H_f}$ cannot be differentiated as an ordinary exponential. Define $F(\tau)=e^{-(\beta-\tau)H}e^{-\tau H_f}$. Then

$$\frac{dF}{d\tau}=e^{-(\beta-\tau)H}(H-H_f)e^{-\tau H_f}=f\,e^{-(\beta-\tau)H}x\,e^{-\tau H_f}.$$

Integrate from $0$ to $\beta$, divide by $f$ and let $f\to0$:

$$\frac{\partial e^{-\beta H_f}}{\partial f}\bigg|_0=\int_0^\beta d\tau\,e^{-(\beta-\tau)H}x\,e^{-\tau H}.$$

The trace of this expression gives $\partial Z/\partial f=\beta Z\langle x\rangle$, because the exponentials merge under the trace. The quotient rule for $\langle x\rangle_f=\mathrm{Tr}[e^{-\beta H_f}x]/Z_f$ then yields

$$\chi=\frac1Z\int_0^\beta d\tau\,\mathrm{Tr}[e^{-(\beta-\tau)H}x\,e^{-\tau H}x]-\beta\langle x\rangle^2=\int_0^\beta C(\tau)\,d\tau .$$

The subtraction in $C$ is therefore the change of normalization caused by the force.

## Which static response this is

Let $H|n\rangle=E_n|n\rangle$, $p_n=e^{-\beta E_n}/Z$ and $x_{nm}=\langle n|x|m\rangle$, with nondegenerate levels. Then

$$C(\tau)+\langle x\rangle^2=\frac1Z\sum_{n,m}|x_{nm}|^2e^{-(\beta-\tau)E_n-\tau E_m}.$$

For $n\ne m$ the integral over $\tau$ is

$$e^{-\beta E_n}\,\frac{e^{\beta(E_n-E_m)}-1}{E_n-E_m}=\frac{e^{-\beta E_n}-e^{-\beta E_m}}{E_m-E_n},$$

and for $n=m$ it is $\beta e^{-\beta E_n}$. Hence

$$\chi=\underbrace{\sum_{n\ne m}|x_{nm}|^2\frac{p_n-p_m}{E_m-E_n}}_{\chi_{\rm frozen}}+\underbrace{\beta\Big(\sum_np_nx_{nn}^2-\langle x\rangle^2\Big)}_{\chi_{\rm repop}} .$$

First-order perturbation theory identifies the parts. The force distorts each state, with $\partial x_{nn}/\partial f=2\sum_{m\ne n}|x_{nm}|^2/(E_m-E_n)$. Weighting by fixed $p_n$ and averaging the double sum with its copy under $n\leftrightarrow m$ gives $\chi_{\rm frozen}$. The force also shifts the levels by $\partial E_n/\partial f=-x_{nn}$, so that $\partial p_n/\partial f=\beta p_n(x_{nn}-\langle x\rangle)$. Multiplying by $x_{nn}$ and summing gives $\chi_{\rm repop}$.

The centroid contains both parts, as a system in contact with a heat bath requires. If the populations cannot adjust, the relevant response is $\chi_{\rm frozen}$, and the centroid variance overestimates it whenever $\chi_{\rm repop}>0$.

As $T\to0$ with a nondegenerate ground state, $\chi\to2\sum_{m>0}|x_{0m}|^2/(E_m-E_0)$. The centroid variance then vanishes as $1/\beta$, while the variance of one bead tends to the ground-state variance.

## The harmonic well as a check

For $V=m\omega^2x^2/2$, use $\sum_jx_j^2=Px_c^2+\sum_j(x_j-x_c)^2$. The spring terms contain differences alone, so the centroid separates with weight $e^{-\beta m\omega^2x_c^2/2}$. Consequently

$$\beta\,\mathrm{Var}_P(x_c)=\frac1{m\omega^2}\qquad\text{for every }P,$$

which is the displacement of the well's minimum per unit force.

The correlation function follows from $|x_{n,n+1}|^2=\hbar(n+1)/2m\omega$ and $\bar n=1/(e^{\beta\hbar\omega}-1)$:

$$C(\tau)=\frac{\hbar}{2m\omega}\left[(\bar n+1)e^{-\tau\hbar\omega}+\bar n e^{\tau\hbar\omega}\right]=\frac{\hbar}{2m\omega}\frac{\cosh[\hbar\omega(\beta/2-\tau)]}{\sinh(\beta\hbar\omega/2)} .$$

The integral of the hyperbolic cosine is $2\sinh(\beta\hbar\omega/2)/\hbar\omega$, which again gives $\chi=1/m\omega^2$. The equal-time estimate is different:

$$\frac{\beta C(0)}{\chi}=u\coth u,\qquad u=\frac{\beta\hbar\omega}{2}.$$

At high temperature this ratio is $1+u^2/3+\dots$, so the two estimates merge. At low temperature it grows as $u$.

For a general potential, the variance identity on the ring reads

$$\langle\delta x_0^2\rangle_P=\mathrm{Var}_P(x_c)+\frac1P\sum_j\langle(x_j-x_c)^2\rangle_P .$$

The last term is the spread of the beads about their centroid. It is nonnegative, so $\chi\le\beta C(0)$ in the limit.

## Discretization error

Two errors enter at finite $P$. The first comes from replacing an integral by a sum, even if the exact $C$ were known at the beads. On an interval of length $h=\beta/P$, two integrations by parts give

$$\int_0^h\frac{s(h-s)}2C''(s)\,ds=\frac h2[C(0)+C(h)]-\int_0^hC\,ds .$$

The mean of $s(h-s)/2$ is $h^2/12$. Summing over all intervals, the leading excess of the sum is $(h^2/12)[C'(\beta^-)-C'(0^+)]$.

This does not vanish, because $C$ has a cusp where the ring closes. From the definition, $C'(0^+)=\langle[H,x]x\rangle=-(i\hbar/m)\langle px\rangle$. In equilibrium $\langle[H,x^2]\rangle=0$, hence $\langle px+xp\rangle=0$ and $\langle px\rangle=\tfrac12\langle[p,x]\rangle=-i\hbar/2$. Thus $C'(0^+)=-\hbar^2/2m$, and by symmetry $C'(\beta^-)=+\hbar^2/2m$. The excess is

$$\frac{\hbar^2\beta^2}{12mP^2}.$$

The second error is that $c_k$ differs from $C(k\beta/P)$. The symmetric product satisfies $T(-\epsilon)T(\epsilon)=1$ as a formal series. Its logarithm is therefore odd in $\epsilon$, so $T=e^{-\epsilon(H+O(\epsilon^2))}$ and this error is also of order $P^{-2}$ for smooth $V$. In the harmonic well the two errors must cancel, since the total vanishes. In an anharmonic well they need not cancel, as the example below shows.

## Worked example: a tilted double well

Set $\hbar=m=1$, with length unit $l$ and energy unit $e=\hbar^2/ml^2$. The model potential and inverse temperature are

$$V=\tfrac14x^4-x^2+\tfrac15x,\qquad\beta=4 .$$

The lowest levels are $-0.408$, $0.129$ and $1.218\,e$. The first gap times $\beta$ is $4\times0.537=2.15$, so the second state has $e^{-2.15}\approx0.12$ times the population of the first. The barrier top lies at $V\approx0.010\,e$, so only the ground state is below it. This is a shallow double well, not a deep one with a tunnelling doublet. The tilt makes $\langle x\rangle=-0.742\,l$.

The exact correlation function at $\tau/\beta=0,\frac18,\frac14,\frac38,\frac12$ is $0.93194$, $0.74657$, $0.64436$, $0.59142$, $0.57492\,l^2$. Simpson's rule on half the interval, doubled by symmetry, gives

$$2\cdot\frac{0.5}{3}\,[0.93194+4(0.74657+0.59142)+2(0.64436)+0.57492]=2.716\ l^2/e .$$

Accurate quadrature gives $2.71516\,l^2/e$, as does the shift of $\langle x\rangle$ when a small force is added to $H$. To first order, a force of $0.01\,e/l$ therefore moves the particle by $0.027\,l$. The two parts are

$$\chi=1.814+0.901=2.715\ l^2/e .$$

One third of the response is repopulation. If the model is isolated and the force is switched on slowly compared with the inverse level spacings, the populations stay frozen and the response is $1.814\,l^2/e$; after a sudden switch the position oscillates instead of settling.

The equal-time estimate is $4\times0.93194=3.728\,l^2/e$, which is 37% above $\chi$. The classical value, obtained with one bead, is $2.987\,l^2/e$, or 10% above. The ring results converge as follows:

| $P$ | $\beta\,\mathrm{Var}_P(x_c)$ ($l^2/e$) | error relative to $\chi$ |
|---:|---:|---:|
| 8 | 2.780 | 2.4% |
| 32 | 2.720 | 0.19% |
| 128 | 2.7155 | 0.01% |

From $P=64$ to $128$ the error falls by a factor of $3.985$, close to the 4 expected from $P^{-2}$. At $P=64$ the total error is $0.00128\,l^2/e$. The sum over the exact $C$ contributes $16/(12\times64^2)=0.00033$; the remaining $0.00096$ (from the unrounded values) comes from the error of the $c_k$. Here the two add instead of cancelling.

The finite-$P$ identity was tested by direct four-dimensional integration for four beads. The centroid variance and the response to a small force both give $2.88511\,l^2/e$. They agree with each other while lying 6% above the quantum value, which separates the identity from convergence in $P$.

Sampling $60\,000$ independent rings of 32 beads gives $\beta\,\mathrm{Var}(x_c)=2.730\pm0.018\,l^2/e$, where the uncertainty is one standard error. This agrees with the 32-bead value $2.720$. The statistical error is about 3.5 times the discretization error, so more beads alone would barely improve this estimate. The sampled spread about the centroid contributes $1.007\,l^2/e$, which accounts for the gap between the equal-time and centroid estimates at 32 beads, $4\times0.93185-2.720=1.007$. For the exact values the gap is $3.728-2.715=1.013\,l^2/e$.

## Other observables and use in simulations

For an observable $A(x)$ that grows more slowly than $V$ at large $|x|$, coupled through $H-\lambda A$, the ring weight gains $e^{\beta\lambda\bar A}$ with $\bar A=P^{-1}\sum_jA(x_j)$. The previous differentiation gives

$$\frac{\partial\langle A\rangle}{\partial\lambda}=\lim_{P\to\infty}\beta\,\mathrm{Var}_P(\bar A).$$

The bead average $\bar A$ is not $A(x_c)$ unless $A$ is linear. For $A=x^2$ in the example, the response is $2.039\,l^4/e$. The sampled bead average gives $2.031\pm0.011$, whereas the squared centroid gives $2.372\pm0.012$, which is 16% too high. Operators containing momentum need a separate derivation, because their coupling alters the momentum integral of each link (a term in $p^2$, for instance, changes both the spring constant and the prefactor) and so does not appear as a factor $e^{\beta\lambda\bar A}$ built from single-bead values.

For several distinguishable particles, the same source argument gives the tensor $\chi_{ab}=\beta\,\mathrm{Cov}(x_{c,a},x_{c,b})$ in the limit of many beads. Exchange of identical particles is not included here.

In first-principles dynamics within the Born–Oppenheimer approximation, $V(R)$ is the electronic ground-state energy at nuclear positions $R$. An electric field $\mathcal E$ also polarizes the electrons, so along one axis the energy is $V-\mu\mathcal E-\tfrac12\alpha\mathcal E^2+\dots$, where $\mu(R)$ and $\alpha(R)$ are the dipole and electronic polarizability. The measured dipole is $\mu+\alpha\mathcal E+\dots$. Differentiating its ring average at zero field gives

$$\frac{\partial\langle\mu+\alpha\mathcal E\rangle}{\partial\mathcal E}\bigg|_0=\langle\alpha\rangle+\beta\,\mathrm{Var}(\bar\mu),$$

again in the limit of many beads. The dipole fluctuations supply the nuclear part; the electronic term must be added. This form assumes a single-valued dipole with bounded fluctuations, as for a neutral molecule or cluster. In a periodic cell the dipole is defined only up to a quantum and must be followed continuously, and the field it responds to depends on the electrostatic boundary conditions.

In practice, evaluate $\bar A$ for each stored ring, subtract its mean over the whole run, and multiply the variance by the physical $\beta$. Successive rings in a trajectory are correlated, so the standard error should come from blocks longer than the correlation time. In a double well the run must also cross between the wells often enough to determine their weights. Convergence in $P$ must be checked separately, since the four-bead case shows that internal agreement at fixed $P$ does not establish it. The numerical output below gives the remaining values.

## Calculated quantities

```
Units: hbar = m = 1, length l, energy e = hbar^2/(m l^2)
V coefficients x^4, x^2, x: 0.25 e/l^4, -1.0 e/l^2, 0.2 e/l
beta = 4.0 1/e
lowest levels: -0.40789 0.12914 1.21834 e
<x> = -0.74219 l
chi from small force     = 2.71516 l^2/e
chi from integral of C   = 2.71516 l^2/e
  frozen populations     = 1.81390 l^2/e
  repopulation           = 0.90126 l^2/e
classical chi            = 2.98732 l^2/e
beta*<dx^2>, equal time  = 3.72775 l^2/e
tau/beta, C exact, C 32 beads, C 128 beads (l^2):
  0.000  0.93194  0.93185  0.93193
  0.125  0.74657  0.74736  0.74662
  0.250  0.64436  0.64544  0.64443
  0.375  0.59142  0.59263  0.59150
  0.500  0.57492  0.57617  0.57500
P, beta*Var(centroid), error (l^2/e):
    1  2.98732  +0.27217
    4  2.88511  +0.16995
    8  2.77997  +0.06481
   16  2.73436  +0.01920
   32  2.72022  +0.00506
   64  2.71644  +0.00128
  128  2.71548  +0.00032
error ratio, P=64 to P=128: 3.985 (no unit)
initial slope of C = -0.5000 e l^2
cusp error of sum, P=64: 3.2547e-04 l^2/e; formula 3.2552e-04 l^2/e
4 beads, direct: beta*Var = 2.88511 l^2/e; force response = 2.88511 l^2/e
sampled rings: 60000 (count), beads per ring: 32 (count)
sampled beta*Var(centroid) = 2.7295 +- 0.0178 l^2/e
sampled C(beta/4) = 0.6475 +- 0.0045 l^2
sampled beta*spread about centroid = 1.0070 l^2/e
x^2 response, small field     = 2.03871 l^4/e
x^2 response, 32 beads        = 2.04378 l^4/e
x^2 response, 128 beads       = 2.03904 l^4/e
sampled, bead average of x^2  = 2.0312 +- 0.0107 l^4/e
sampled, squared centroid     = 2.3716 +- 0.0118 l^4/e
harmonic omega = 1.5 e/hbar, 1/(m omega^2) = 0.444444 l^2/e
harmonic beta*Var(centroid), P=2, 8, 400: 0.444444 0.444444 0.444444 l^2/e
```
